# Polarization Rules for Heavy- and Light-Hole Transitions in Quantum Wells

## What a single matrix element gets wrong

Suppose the strength of an interband transition in a quantum well is described by one number, the same for every direction of the light's electric field. Absorption would then set in with the same step at the same photon energy whether the field lies in the plane of the well or points along its normal. This is wrong at the band edge. In an unstrained well of the kind treated below, the lowest transition starts from the first heavy-hole level, and at the subband edge it does not respond to a field along the normal. At zero in-plane wavevector the first transition allowed for that polarization is the light-hole one. As long as the confinement energy is small against the spin-orbit splitting, this transition taken by itself couples more strongly to a field along the normal than to one in the plane. States at finite in-plane wavevector can move the onset of absorption below it, as the last part shows.

The cause lies in the valence Bloch functions: their orbital parts have directions, and spin-orbit coupling fixes how these directions are combined. The same analysis shows when the light-hole ratio of four to one holds, and how far a model well of ordinary width, with hard walls, departs from it.

## Setting and conventions

The algebra uses atomic units, $\hbar=m_0=1$. The well is grown along $z=[001]$ in a crystal of zincblende type, and the in-plane wavevector is zero until the last part. The conduction edge is s-like, with states $|S\uparrow\rangle$ and $|S\downarrow\rangle$. The valence edge is built from $|X\rangle,|Y\rangle,|Z\rangle$, which transform like $x,y,z$, times spin. Valence admixture in the conduction state, excitonic effects, strain and interface asymmetry are left out, as are valence terms linear in the wavevector.

For light with real unit polarization vector $\mathbf e$, the dipole transition rate is proportional to $|\langle c|\mathbf e\cdot\mathbf p|v\rangle|^2$. Valence levels come in pairs. At zero in-plane wavevector the two states are related by time reversal; at finite in-plane wavevector, by time reversal combined with inversion of the envelope about the centre of the well. Define

$$M_{\mathbf e}=\frac12\sum_{v\,\in\,\text{pair}}\ \sum_{s=\uparrow,\downarrow}|\langle S s|\mathbf e\cdot\mathbf p|v\rangle|^2 .$$

This sums over the final spin and averages over the pair. "Four to one" means $M_z/M_x$, the normal direction against one in-plane linear polarization. Against $M_x+M_y$ the same strengths give two to one.

## Separating the envelope from the cell

Write the well states as $\Psi_c=F_c(z)u_S(\mathbf r)$ and $\Psi_v=F_v(z)u_j(\mathbf r)$, where $u_S,u_j$ are cell-periodic and $F_c,F_v$ vary little over one cell. The product rule gives

$$\langle\Psi_c|\mathbf e\cdot\mathbf p|\Psi_v\rangle=\int F_c^*F_v\,u_S^*(\mathbf e\cdot\mathbf p\,u_j)\,d^3r+\int F_c^*(\mathbf e\cdot\mathbf p\,F_v)\,u_S^*u_j\,d^3r .$$

To leading order in the slow variation, each cell-periodic factor may be replaced by its cell average. In the second term that average is $\langle u_S|u_j\rangle$, which vanishes because the two functions belong to different bands at the same wavevector. Hence

$$\langle\Psi_c|\mathbf e\cdot\mathbf p|\Psi_v\rangle\simeq\langle F_c|F_v\rangle\,\langle u_S|\mathbf e\cdot\mathbf p|u_j\rangle .$$

The overlap does not depend on $\mathbf e$. It scales all strengths of a transition by $|\langle F_c|F_v\rangle|^2$ and cancels from polarization ratios, provided all orbital components of the valence state share one envelope. Between hard walls, subbands of equal index have the same sine envelope, so the overlap is one. That case is used below.

## Which orbital answers to which field

A half-turn about axis $i$ leaves $S$, $p_i$ and orbital $i$ unchanged and reverses the other two orbitals. For $j\neq i$ it therefore turns $\langle S|p_i|j\rangle$ into its own negative, so this element is zero. A third-turn about a cube diagonal permutes $x,y,z$ cyclically and makes the three remaining elements equal. With $P=|\langle S|p_x|X\rangle|$ and a common phase factor $\eta$,

$$\langle S|p_i|j\rangle=\eta P\,\delta_{ij},\qquad |\eta|=1 .$$

The momentum operator does not act on spin. For a valence state $\sum_{js}c_{js}|j s\rangle$ the amplitude into $|S s\rangle$ is therefore

$$A_s=\eta P\sum_j e_j c_{js}.$$

A field along $z$ picks out the $Z$ content of the state. The rest of the problem is to find how much $Z$ each valence state contains.

## The valence spinors

The three orbitals behave as a set with angular momentum one:

$$L_xY=iZ,\quad L_xZ=-iY,\quad L_yZ=iX,\quad L_yX=-iZ,\quad L_zX=iY,\quad L_zY=-iX,$$

and $L_ij=0$ when $i=j$. The state with $m_L=1$ is $-(X+iY)/\sqrt2$. With $L_-=L_x-iL_y$ we have $L_-X=-Z$ and $L_-Y=iZ$, so

$$L_-\left[-\frac{X+iY}{\sqrt2}\right]=-\frac{-Z-Z}{\sqrt2}=\sqrt2\,Z .$$

The spin-orbit term is $\tfrac{2\Delta}{3}\mathbf L\cdot\mathbf S-\tfrac{\Delta}{3}$. Since $\mathbf L\cdot\mathbf S=\tfrac12[j(j+1)-2-\tfrac34]$ equals $\tfrac12$ for $j=\tfrac32$ and $-1$ for $j=\tfrac12$, the energies are $0$ and $-\Delta$. The upper group has $j=\tfrac32$, and its stretched state is the heavy hole:

$$|\tfrac32,\tfrac32\rangle=-\frac{X+iY}{\sqrt2}\uparrow .$$

Now apply $J_-=L_-+S_-$. The left side gives $\sqrt{\tfrac{15}{4}-\tfrac34}\,|\tfrac32,\tfrac12\rangle=\sqrt3\,|\tfrac32,\tfrac12\rangle$. The right side gives $\sqrt2\,Z\uparrow-\tfrac{1}{\sqrt2}(X+iY)\downarrow$. Dividing by $\sqrt3$ yields the light hole:

$$|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,Z\uparrow-\frac{X+iY}{\sqrt6}\downarrow .$$

The time-reversed partners have conjugated orbital coefficients and reversed spins. For real $\mathbf e$ they give the same strengths, so one state of each pair suffices.

## The polarization rules

For the heavy hole, the amplitude into $S\uparrow$ is $-\eta P(e_x+ie_y)/\sqrt2$, and that into $S\downarrow$ is zero. For the light hole, the amplitudes are $\eta P\sqrt{2/3}\,e_z$ into $S\uparrow$ and $-\eta P(e_x+ie_y)/\sqrt6$ into $S\downarrow$. These lead to different final states, so their squares add without interference:

$$M^{HH}=\frac{P^2}{2}(e_x^2+e_y^2),\qquad M^{LH}=P^2\left[\frac23e_z^2+\frac16(e_x^2+e_y^2)\right].$$

| Strength in $P^2$ | $x$ | $y$ | $z$ |
|---|---|---|---|
| heavy hole | 1/2 | 1/2 | 0 |
| light hole | 1/6 | 1/6 | 2/3 |

The light-hole ratio is $(2/3)/(1/6)=4$. For in-plane light the heavy hole is three times as strong as the light hole.

Each row sums to $P^2$, because adding the three polarizations adds all $|c_{js}|^2$ of a normalized state. The two rows together give $2/3$ in every column. In the bulk, where heavy and light holes are degenerate at zero wavevector, the edge is therefore isotropic. The well moves the two contributions to different energies, and the anisotropy of each becomes visible.

For a field at angle $\alpha$ from the normal, $e_z^2=\cos^2\alpha$ and $e_x^2+e_y^2=\sin^2\alpha$, so

$$M^{HH}=\frac{P^2}{2}\sin^2\alpha,\qquad M^{LH}=\frac{P^2}{6}(1+3\cos^2\alpha).$$

Equality requires $3\sin^2\alpha=4-3\sin^2\alpha$, hence $\sin^2\alpha=2/3$ and $\alpha=54.7^\circ$.

## What confinement does to the spinors

It remains to show that the well selects these spinors, and to find what it adds to them. For wavevector $k_z$ along the normal, a half-turn about $x$ or $y$ leaves $k_z^2$ unchanged. These half-turns forbid coupling between different orbitals, and the equivalence of $x$ and $y$ gives $X$ and $Y$ the same energy. Let the orbital energies be $A k_z^2/2$ for $X,Y$ and $B k_z^2/2$ for $Z$.

The Luttinger parameters are defined by the heavy-hole energy $-(\gamma_1-2\gamma_2)k_z^2/2$ and the light-hole energy $-(\gamma_1+2\gamma_2)k_z^2/2$ at large $\Delta$. The heavy hole contains $X$ and $Y$ alone, so $A=-(\gamma_1-2\gamma_2)$. The light hole is two thirds $Z$, so $(2B+A)/3=-(\gamma_1+2\gamma_2)$, which gives $B=-(\gamma_1+4\gamma_2)$.

Between hard walls a distance $L$ apart, the first envelope has $k_z^2\to q^2$ with $q=\pi/L$. With $T=q^2/2$,

$$E_X=E_Y=-(\gamma_1-2\gamma_2)T,\qquad E_Z=-(\gamma_1+4\gamma_2)T .$$

Because $X$ and $Y$ remain equivalent, this energy is unchanged by rotations of the orbitals about $z$, and $m_j$ is conserved. Among the six valence states just one has $m_j=\tfrac32$. The heavy hole therefore has no partner to mix with, and $M_z^{HH}=0$ for any $\Delta$ in this model.

The light hole does have a partner, the split-off state orthogonal to it:

$$|\tfrac12,\tfrac12\rangle=\sqrt{\tfrac13}\,Z\uparrow+\frac{X+iY}{\sqrt3}\downarrow .$$

In terms of the normalized orbital $X_+=(X+iY)/\sqrt2$, the light hole has coefficients $\left(\sqrt{2/3},-\sqrt{1/3}\right)$ on $(Z\uparrow,X_+\downarrow)$, and the split-off state has $\left(\sqrt{1/3},\sqrt{2/3}\right)$. The matrix elements are

$$H_{LL}=\tfrac13(2E_Z+E_X)=-(\gamma_1+2\gamma_2)T,$$
$$H_{SS}=-\Delta+\tfrac13(E_Z+2E_X)=-\Delta-\gamma_1T,$$
$$W=H_{LS}=\tfrac{\sqrt2}{3}(E_Z-E_X)=-2\sqrt2\,\gamma_2T .$$

The gap is $G=H_{LL}-H_{SS}=\Delta-2\gamma_2T$. Write the upper eigenstate as $\cos\theta$ times the light hole plus $\sin\theta$ times the split-off state, with $t=\tan\theta$. The two rows of the eigenvalue equation are

$$E=H_{LL}+Wt,\qquad W+H_{SS}\,t=Et .$$

Eliminating $E$ gives $W(1-t^2)=Gt$, and therefore

$$\tan2\theta=\frac{2t}{1-t^2}=\frac{2W}{G}.$$

For $G>0$ the upper state is the root with $|\theta|<45^\circ$.

## The corrected light-hole ratio

The coefficients of $Z\uparrow$ and $X_+\downarrow$ in the mixed state are

$$a=\sqrt{\tfrac23}\cos\theta\left(1+\frac{t}{\sqrt2}\right),\qquad b=-\sqrt{\tfrac13}\cos\theta\left(1-\sqrt2\,t\right).$$

The strengths are $M_z=P^2a^2$ and $M_x=P^2b^2/2$, the half coming from the $1/\sqrt2$ in $X_+$. Their ratio is

$$R=\frac{2a^2}{b^2}=4\left[\frac{1+t/\sqrt2}{1-\sqrt2\,t}\right]^2 .$$

**Weak mixing.** For $\gamma_2T\ll\Delta$, $t\simeq W/\Delta=-2\sqrt2\,\gamma_2T/\Delta$. Expanding the square to first order gives $R\simeq4(1+\sqrt2\,t+2\sqrt2\,t)=4(1+3\sqrt2\,t)$, or

$$R\simeq4\left(1-\frac{12\gamma_2T}{\Delta}\right).$$

Within this model, four is thus the limit of large spin-orbit splitting or of a wide well. Admixture between conduction and valence states, left out here, also changes the ratio at first order in $T$, so in a real crystal a large splitting alone does not restore four at fixed width. The factor 12 makes the condition stricter than $\gamma_2T\ll\Delta$ suggests at first sight.

**No spin-orbit splitting.** For $\Delta=0$ the orbitals themselves are eigenstates. With $\gamma_2>0$, $E_X$ lies above $E_Z$, so the upper state is $X_+\downarrow$ and has no $z$ strength. The formula agrees: $t=(E_X-H_{LL})/W=4\gamma_2T/(-2\sqrt2\,\gamma_2T)=-\sqrt2$, and the numerator of $R$ vanishes. Confinement pushes $Z$ character down in electron energy, spin-orbit coupling mixes it back in, and $R$ records the balance.

## A well 100 angstrom wide

Take round model parameters: $\gamma_1=6$, $\gamma_2=2$, $\Delta=0.4$ eV, bulk gap 1.5 eV, conduction mass 0.1 and Kane energy $2P^2=20$ eV. In ordinary units $T=(\hbar^2/2m_0)(\pi/L)^2$, so

$$T=3.810\times\frac{\pi^2}{100^2}=0.00376\ \text{eV}.$$

The first conduction level lies $T/0.1=0.0376$ eV above its band edge. The heavy-hole level is at $-2T=-0.0075$ eV, measured from the bulk valence edge. Without mixing, the light-hole level would be at $-10T=-0.0376$ eV.

For the mixing, $W=-4\sqrt2\,T=-0.0213$ eV and $G=0.4-4T=0.3850$ eV. Then $\tan2\theta=-0.1105$, $\theta=-3.15^\circ$ and $t=-0.0551$. The light-hole level rises by $Wt=0.0012$ eV to $-0.0364$ eV. The transition energies are

- heavy hole: $1.5+0.0376+0.0075=1.545$ eV
- light hole: $1.5+0.0376+0.0364=1.574$ eV

At zero in-plane wavevector, the first transition allowed for light polarized along the normal thus lies 0.029 eV above the first one allowed for in-plane light. Between the two energies such light is absorbed only through heavy-hole subbands at finite in-plane wavevector. Their strength vanishes at zero in-plane wavevector, but this absorption need not be weak: as the last part shows, it stays small for the first heavy-hole subband, while the second produces a strong onset below the light-hole edge. The light-hole ratio is

$$R=4\left[\frac{1-0.0390}{1+0.0779}\right]^2=3.18 .$$

The first-order formula gives $4(1-0.2256)=3.10$. In terms of $2M$, the heavy hole has 10.0 eV in each in-plane direction. The light hole has 3.86 eV along $x$ and 12.28 eV along $z$, in place of the unmixed 3.33 and 13.33 eV.

The split-off weight in the light-hole state is $\sin^2\theta=0.003$, yet the ratio has fallen by a fifth. The weight is quadratic in $t$, while the strengths change linearly, because the admixed amplitudes add to amplitudes already present. With $t<0$ the $Z$ amplitude shrinks and the in-plane amplitude grows, so both changes lower $R$.

The same formulas for other widths give:

| Width (angstrom) | $M_x/P^2$ | $M_z/P^2$ | $R$ |
|---|---|---|---|
| 50 | 0.281 | 0.438 | 1.56 |
| 100 | 0.193 | 0.614 | 3.18 |
| 200 | 0.173 | 0.654 | 3.78 |
| 400 | 0.168 | 0.664 | 3.94 |

From 200 to 400 angstrom the shortfall from four drops from 0.22 to 0.06, close to the factor of four expected from $T\propto1/L^2$. At 50 angstrom the correction is no longer small.

These numbers belong to hard walls. With barriers of a few tenths of an electronvolt the envelopes spread into the barriers and the confinement energy falls. At 100 angstrom this brings the ratio closer to four, so the value 3.18 overstates the departure for such a well.

## Motion in the plane

Let the hole also have wavevector $k_x$. By cubic symmetry the energy of orbital $j$ becomes $-\tfrac12[(\gamma_1-2\gamma_2)k^2+6\gamma_2k_j^2]$, and $X$ and $Z$ are coupled by $-3\gamma_3k_xk_z$, which defines $\gamma_3$. In the well $k_z$ is the operator $-i\,d/dz$.

The orbital energies now contain the extra term $-3\gamma_2k_x^2|X\rangle\langle X|$. It connects the heavy hole to the light-hole partner $\sqrt{2/3}\,Z\downarrow+(X-iY)\uparrow/\sqrt6$ with the same envelope:

$$-3\gamma_2k_x^2\cdot\frac1{\sqrt6}\cdot\left(-\frac1{\sqrt2}\right)=\frac{\sqrt3}{2}\gamma_2k_x^2 .$$

This brings in $Z$ character with an amplitude proportional to $k_x^2$. The coupling through $k_xk_z$ is linear in $k_x$, but $k_z$ reverses the parity of the envelope about the centre of the well. After one such step the overlap with the first conduction envelope is zero, and a second step is needed, which again gives $k_x^2$. For the first heavy-hole subband the forbidden amplitude therefore starts as $k_x^2$, and $M_z^{HH}$ starts as $k_x^4$.

The second heavy-hole subband has an odd envelope, so a single step through $k_xk_z$ already leads to the first envelope. Its strength along $z$, for transitions to the first conduction level, starts as $k_x^2$. In the well above, its edge at $-8T=-0.0301$ eV lies only 0.006 eV above the first light-hole level, so the two mix readily and this strength grows quickly. With $\gamma_3=2.5$ the repulsion bends the second heavy-hole subband upward more steeply than the conduction band. Its transition energy falls from 1.568 eV at the subband edge to a minimum of 1.567 eV near an in-plane wavevector of 0.006 per angstrom, where $M_z$ is already about $0.16P^2$. Summed over in-plane wavevectors, absorption of light polarized along the normal therefore sets in sharply at 1.567 eV, 0.022 eV above the in-plane onset. Between 1.568 and 1.574 eV it reaches roughly three quarters of its value above the light-hole edge.

Numerical values for the first heavy-hole subband follow from diagonalizing the six-component valence Hamiltonian with eight sine functions per component, for the same well and $\gamma_3=2.5$:

| $k_x$ (1/angstrom) | $M_x/P^2$ | $M_y/P^2$ | $M_z/P^2$ |
|---|---|---|---|
| 0.005 | 0.491 | 0.507 | 0.00008 |
| 0.010 | 0.462 | 0.532 | 0.0016 |
| 0.020 | 0.262 | 0.619 | 0.061 |

Doubling $k_x$ from 0.0005 to 0.001 per angstrom multiplies $M_z$ by 16.0, as the fourth power requires. In the table the growth is faster, so those wavevectors lie beyond the leading law. The two in-plane strengths also separate, since $k_x$ singles out a direction.

The last row sums to 0.942, not one. The sum over polarizations counts the part of the hole state that has the first sine envelope. The missing 0.058 sits in higher envelopes, which do not overlap with the first conduction level. The heavy-hole rule is thus a statement about the subband edge, and it weakens as carriers or photon energies reach states away from it.

Numbers in the example were calculated in double precision.
